# Oblique Shear Waves with Energy Along [100] in Silicon

**Setting.** A silicon crystal has the stiffnesses \(C_{11}=165.7\), \(C_{12}=63.9\) and \(C_{44}=79.6\) GPa. The axes 1, 2, 3 lie along [100], [010], [001]. A narrow line source parallel to [001] sends out elastic waves whose normals all lie in the (001) plane,

\[
\mathbf n=(\cos\theta,\sin\theta,0).
\]

The medium is linear, lossless and free of dispersion. Of the two modes polarised in the (001) plane, the slower is called quasi-shear. General results are wanted for any stable cubic crystal (\(C_{44}>0\), \(C_{11}>C_{12}\), \(C_{11}+2C_{12}>0\)) with \(C_{11}>C_{44}\) and \(C_{12}+C_{44}>0\). Use the abbreviations

\[
S=C_{11}+C_{44},\quad A=C_{11}-C_{44},\quad B=C_{12}+C_{44},
\]
\[
P=C_{11}C_{44},\quad D=C_{11}^2+C_{44}^2-B^2 .
\]

## (a) The slowness curve

**Question.** Find the equation obeyed by the slowness \(\mathbf s=\mathbf n/v\) of the in-plane modes, where \(v\) is the phase speed.

**Answer.** Nothing depends on \(x_3\). The cubic stress–strain law gives \(\sigma_{11}=C_{11}\partial_1u_1+C_{12}\partial_2u_2\) and \(\sigma_{12}=C_{44}(\partial_2u_1+\partial_1u_2)\), so

\[
\rho\ddot u_1=C_{11}\partial_1^2u_1+C_{44}\partial_2^2u_1+B\,\partial_1\partial_2u_2 .
\]

The equation for \(u_2\) follows by exchanging 1 and 2. The component \(u_3\) obeys \(\rho\ddot u_3=C_{44}(\partial_1^2+\partial_2^2)u_3\) by itself and is not considered further.

Insert \(\mathbf u=\mathbf p\,f(t-\mathbf s\cdot\mathbf r)\). Each time derivative gives \(f'\), each \(\partial_j\) gives \(-s_jf'\), and the two minus signs cancel in second derivatives. With

\[
x=s_1^2/\rho,\qquad y=s_2^2/\rho,
\]

the two equations, divided by \(\rho\), have a nonzero solution \(\mathbf p\) if

\[
(C_{11}x+C_{44}y-1)(C_{44}x+C_{11}y-1)-B^2xy=0 .
\]

Multiplying out, the \(x^2\) and \(y^2\) terms each have coefficient \(P\), the \(xy\) term has \(C_{11}^2+C_{44}^2-B^2=D\), and the linear terms have \(-S\):

\[
F(x,y)=P(x^2+y^2)+Dxy-S(x+y)+1=0. \tag{1}
\]

On the axis (\(y=0\)) this factorises as \((C_{11}x-1)(C_{44}x-1)=0\). The quasi-shear root is \(x=1/C_{44}\), polarised along [010].

The two values of \(\rho v^2\) for a given normal differ by \(\sqrt{A^2\cos^22\theta+B^2\sin^22\theta}\). This never vanishes, because \(A\) and \(B\) are positive. The two in-plane sheets therefore do not touch, and each has a definite normal everywhere.

## (b) The direction of energy flow

**Question.** Find the velocity \(\mathbf V\) of energy transport and relate its direction to the slowness curve.

**Answer.** Take \(|\mathbf p|=1\) and amplitude \(a\). The energy flux is minus stress times particle velocity:

\[
J_j=-\sigma_{ij}\dot u_i=a^2f'^2\,C_{ijkl}\,p_ip_ks_l .
\]

The kinetic energy density is \(\tfrac12\rho a^2f'^2\). The strain energy density is \(\tfrac12a^2f'^2C_{ijkl}p_is_jp_ks_l\). The wave equation reads \(C_{ijkl}s_js_lp_k=\rho p_i\); contracted with \(p_i\) it gives

\[
C_{ijkl}\,p_ip_k\,s_js_l=\rho, \tag{2}
\]

so the two energies are equal and their sum is \(\rho a^2f'^2\). Flux divided by density is

\[
V_j=\frac{1}{\rho}C_{ijkl}\,p_ip_ks_l,\qquad \mathbf V\cdot\mathbf s=1, \tag{3}
\]

the second relation being (2) again.

Now move along the curve by \(d\mathbf s\) and differentiate (2). By the symmetry \(C_{ijkl}=C_{klij}\), equal terms combine in pairs:

\[
2C_{ijkl}p_ip_ks_l\,ds_j+2\,dp_i\,(C_{ijkl}s_js_lp_k)=0 .
\]

The second term is \(2\rho\,\mathbf p\cdot d\mathbf p=0\), since \(\mathbf p\) keeps unit length. Hence \(\mathbf V\cdot d\mathbf s=0\): energy travels along the normal to the slowness curve, which need not be parallel to \(\mathbf n\). There is no component \(V_3\), because cubic stiffnesses with a single index 3 vanish.

## (c) Oblique normals with axial energy flow

**Question.** Under what condition are there normals off the axis whose energy travels along \(+[100]\)? Find their slowness.

**Answer.** By (b), \(V_2=0\) requires \(\partial F/\partial s_2=(2s_2/\rho)\,\partial F/\partial y=0\). One solution is \(s_2=0\), the axial wave. The other is

\[
2Py=S-Dx. \tag{4}
\]

Write (1) as \(Py^2-(S-Dx)y+Px^2-Sx+1=0\). By (4) the first two terms equal \(Py^2-2Py^2=-Py^2\), so

\[
Px^2-Sx+1=Py^2=\frac{(S-Dx)^2}{4P}. \tag{5}
\]

Multiply by \(4P\) and collect powers of \(x\):

\[
(4P^2-D^2)x^2-2S(2P-D)x+4P-S^2=0 .
\]

The definitions give \(2P-D=B^2-A^2\), \(2P+D=S^2-B^2\) and \(S^2-4P=A^2\). Thus

\[
(B^2-A^2)(S^2-B^2)x^2-2S(B^2-A^2)x-A^2=0. \tag{6}
\]

Here \(S^2-B^2>0\), because \(S-B=C_{11}-C_{12}>0\). If \(B^2=A^2\), equation (6) reads \(-A^2=0\) and has no solution. Otherwise divide by \(B^2-A^2\) and solve. The quantity under the root is

\[
S^2+\frac{A^2(S^2-B^2)}{B^2-A^2}=\frac{B^2(S^2-A^2)}{B^2-A^2}=\frac{4PB^2}{B^2-A^2}.
\]

For \(B^2<A^2\) it is negative and there is no real root. For \(B^2>A^2\) the product of the roots is negative, so one root is positive:

\[
x_*=\frac{S+2B\sqrt{P/(B^2-A^2)}}{S^2-B^2},\qquad
y_*=\frac{S-Dx_*}{2P}. \tag{7}
\]

A real oblique wave also needs \(y_*>0\). Let \(q(x)\) be the left side of (5) minus its right side. It is an upward parabola with one positive root, so for positive \(x\) it is negative below \(x_*\) and positive above. If \(D>0\), then \(y_*>0\) means \(x_*<S/D\), that is, \(q(S/D)>0\). At this point the squared term vanishes and

\[
q(S/D)=\frac{(C_{11}S-D)(C_{44}S-D)}{D^2}
=\frac{(B^2+C_{44}A)(B^2-C_{11}A)}{D^2}.
\]

The first factor is positive, so the condition is

\[
B^2>C_{11}A. \tag{8}
\]

It includes \(B^2>A^2\), because \(C_{11}>A\). If \(D\le0\), \(y_*\) is positive at once, and (8) also holds because \(B^2\ge C_{11}^2+C_{44}^2>C_{11}A\). Condition (8) is thus necessary and sufficient. The normals form one pair \(\pm\theta_*\) with

\[
\tan\theta_*=\sqrt{y_*/x_*}. \tag{9}
\]

An isotropic solid has \(C_{11}-C_{12}=2C_{44}\), hence \(B=A\), and no such pair. The rule was also tested on 125 random stable crystals with \(C_{11}=1\), \(C_{12}\) between \(-0.3\) and 0.9, and \(C_{44}\) between 0.1 and 0.9. Cases with \(B\le0.02\) or with \(B^2/(C_{11}A)\) within 0.05 of unity were left out. The energy flow from (3) was scanned from 0.5 to 89.5 degrees: one oblique direction appeared in each of the 85 crystals satisfying (8), and none in the other 40.

## (d) The mode and its order of arrival

**Question.** To which mode does the pair belong? Does it arrive before or after the axial shear wave, and what happens close to the threshold of (8)?

**Answer.** At \(x=1/C_{44}\) the left side of (5) vanishes, so

\[
q(1/C_{44})=-\frac{(S-D/C_{44})^2}{4P}
=-\frac{(B^2-C_{11}A)^2}{4PC_{44}^2}<0,
\]

and therefore \(x_*>1/C_{44}\). For the faster in-plane mode, \(\rho v^2\) is at least the mean of the two eigenvalues, \(S/2\). Its \(x\) is then at most \(2/S\), which is less than \(1/C_{44}\). The pair is quasi-shear.

Since \(V_2=0\), (3) gives \(V_1=1/s_1\). Over a path \(L\) along [100] the travel time is \(Ls_1\), and relative to the axial shear wave

\[
\frac{t_*}{t_0}=\sqrt{C_{44}x_*}>1. \tag{10}
\]

The oblique pair arrives later. Density cancels from both (9) and (10).

The shape of the slowness curve shows why. Near the axial point,

\[
\frac{dx}{dy}=-\frac{\partial F/\partial y}{\partial F/\partial x}
=\frac{S-D/C_{44}}{2C_{11}-S}=\frac{B^2-C_{11}A}{C_{44}A}>0 .
\]

So \(s_1\) has a local minimum on the axis. It falls to zero at \(\theta=90^\circ\) and has one stationary point in between, at \(\theta_*\), which must be a maximum. The curve is dented at the axis, and the oblique normals sit on the two shoulders of the dent.

Close to threshold let \(\varepsilon=B^2-C_{11}A\) be small and put \(x_*=1/C_{44}+\delta\). To leading order (4) gives \(y_*=\varepsilon/(2PC_{44})\). The left side of (5) is \((2P/C_{44}-S)\delta=A\delta\), so \(\delta=Py_*^2/A\). Hence

\[
\tan^2\theta_*\simeq\frac{\varepsilon}{2P},\qquad
\frac{t_*}{t_0}-1\simeq\frac{C_{44}\delta}{2}=\frac{\varepsilon^2}{8PC_{44}A}
\simeq\frac{C_{11}}{2A}\theta_*^4 .
\]

The delay vanishes as the fourth power of the angle, so just above threshold the oblique pair, whose two waves arrive together, is hard to separate in time from the axial wave.

## (e) Values for silicon

**Question.** Evaluate the angle and the relative delay. How firmly do the stiffnesses fix them?

**Answer.** The abbreviations are \(S=245.3\), \(A=86.1\), \(B=143.5\) GPa, \(P=13189.72\) and \(D=13200.40\) GPa². Condition (8) holds: \(B^2=20592\) GPa² exceeds \(C_{11}A=14267\) GPa². With \(B^2-A^2=13179.04\) and \(S^2-B^2=39579.84\) GPa²,

\[
x_*=\frac{245.3+287.0\sqrt{13189.72/13179.04}}{39579.84}=0.0134517\ \text{GPa}^{-1},
\]
\[
y_*=\frac{245.3-13200.40\times0.0134517}{2\times13189.72}=0.0025676\ \text{GPa}^{-1}.
\]

The extra digits guard the subtraction in \(y_*\). Then

\[
\tan\theta_*=\sqrt{\frac{0.0025676}{0.0134517}}=0.437,\qquad \theta_*=23.6^\circ,
\]
\[
\frac{t_*}{t_0}=\sqrt{79.6\times0.0134517}=1.035 .
\]

The normals lie 23.6 degrees on either side of [100], and their energy arrives 3.5 percent late. A root search on the energy flow (3), using the full stiffness tensor, also gives 23.600 degrees.

The polarisation is 30.5 degrees from [010]. A purely transverse wave with this normal would have 23.6 degrees, so the motion is tilted by about 7 degrees from transverse; hence the prefix "quasi".

Silicon is not close to threshold. With \(\varepsilon=6325\) GPa² the leading-order formulas of (d) written in \(\varepsilon\) give about 26 degrees and 5.5 percent, both too large. The form \(C_{11}\theta_*^4/(2A)\), which agrees with them only near threshold, gives 2.8 percent with the exact angle, too small.

Changing one stiffness by 1 percent, with the other two fixed, moves the angle by up to 0.67 degrees and the delay by up to 0.47 percentage points. The delay is sensitive because it is a small difference between two nearly equal times.

## (f) A pulse experiment

**Question.** The source is 20 µm wide, the path along [100] is 10 mm and the frequency is 200 MHz. Take a rough density of 2330 kg/m³ and a Gaussian pulse envelope of standard deviation 8 ns. Can the two arrivals be separated? Which neglected effects matter most?

**Answer.** The axial shear speed is \(\sqrt{C_{44}/\rho}=5845\) m/s. The oblique waves have phase speed 5176 m/s, and by (3) their energy speed is

\[
V=\frac{v}{\cos\theta_*}=\frac{5176}{\cos23.6^\circ}\approx5648\ \text{m/s}.
\]

The arrival times are 1710.9 and 1770.4 ns, a delay of 59.5 ns. This is about 12 wave periods and more than 7 standard deviations of the envelope, so the pulses are separate.

A direct sum of plane waves tests this. The received signal is modelled as \(\int g(t-Ls_1)\,ds_2\), where \(g\) is the pulse. Contributions from neighbouring normals add in phase where \(s_1\) is stationary, which is at \(0\) and \(\pm\theta_*\). The sum used normals within 60 degrees of the axis, smoothly faded out beyond 40 degrees, with equal source strength for the rest. Its envelope, sampled every 0.5 ns, peaks within one sampling step of the two predicted times and falls midway to less than 0.001 of the larger peak. Mode conversion at the surfaces and the dependence of source strength on polarisation are left out, so the sum tests arrival times and not the relative heights of real signals.

**Alignment.** Let the receiver be turned through a small angle \(\psi\) about the source at fixed distance, so that its direction is \(\hat{\mathbf r}\). The travel time is \(L\,\mathbf s\cdot\hat{\mathbf r}\). The change of \(\mathbf s\) does not contribute at first order, because \(d\mathbf s\) is perpendicular to \(\mathbf V\), which lies along \(\hat{\mathbf r}\). What remains is

\[
\Delta t\simeq\pm Ls_2\psi=\pm t_*\tan\theta_*\,\psi .
\]

For one degree this is \(1770\times0.437\times0.01745=13.5\) ns; the full calculation gives \(+13.51\) and \(-13.48\) ns. The late pulse splits into two, 27 ns apart, while the axial wave, with \(s_2=0\), has no first-order shift. One degree corresponds to about 0.17 mm on the far face, so across a receiver of that width each late wave is spread by a similar time. This is 2.7 wave periods, so a receiver that averages the phase over its width would largely miss the late waves.

**Source width.** Emission from the two edges of the source differs in time by \(s_2w=1.55\) ns, where \(w\) is the width. This is 0.31 of a period. Averaging the phase over a uniform source gives the amplitude factor \(\sin(0.31\pi)/(0.31\pi)\approx0.85\). A source several times wider would emit the oblique waves poorly.

**Lattice and damping.** For a chain with nearest-neighbour forces and spacing \(a_0\), \(\omega\propto\sin(ka_0/2)\), which lowers the phase speed by the fraction \((ka_0)^2/24\). With \(a_0\approx0.54\) nm this is about \(7\times10^{-10}\), which is negligible. Damping by thermal phonons at 300 K is estimated by letting a part of the stiffness, \(C_VT\) times the squared Grüneisen parameter, relax with the phonon lifetime \(\tau\). For \(\omega\tau\ll1\) this gives \(\rho v^2\) an imaginary part of size \(C_VT\omega\tau\), and hence the wave number an imaginary part \(C_VT\tau\omega^2/(2\rho v^3)\), which is the amplitude coefficient. Here \(\tau=3\kappa/(C_Vv^2)\) is used and the squared Grüneisen parameter is set to one. Rough values \(C_V=1.7\times10^6\) J/(m³ K) and \(\kappa=150\) W/(m K) give about 0.6 dB over the path for the axial wave, with \(v\) in \(\tau\) set to the axial speed. The same \(\tau\) gives about 0.8 dB for the slower oblique waves, which cover the distance \(L\cos\theta_*\) along their normal. These are orders of magnitude, but they suggest that loss does not hide the signal.

**Comparison with a real sample.** The stiffnesses, density and thermal data are typical of silicon near room temperature. For errors of one degree in direction and 1 percent in a stiffness, alignment matters most among the effects sized here: one degree shifts each late arrival by 23 percent of the 59.5 ns delay. Next come the stiffnesses. A 1 percent error in one of them can move the delay by 0.47 percent of the axial travel time, or about 8 ns. At small tilts the two late pulses overlap and interfere. Their phases differ by \(4\pi\nu t_*\tan\theta_*\,\psi\), where \(\nu\) is the frequency. This reaches \(\pi\) at \(\psi\approx0.09\) degrees, or about 16 µm on the far face. If the source excites both waves with equal motion along [010], that motion nearly cancels there. Because the two pulses shift by nearly opposite amounts, the merged pulse stays centred on \(t_*\). The tilt mainly changes its height, but close to a cancellation it breaks into two weak peaks, and neither gives the right delay. Alignment well below 0.09 degrees avoids this and keeps the late pulse strong, provided the source pushes along [010] and that component is detected. A line force along [100] does not excite the axial shear wave, which is polarised at right angles to it. It gives the two late waves opposite motion along [010], so on the axis only their motion along [100] is left, and there is no axial shear pulse to time the delay against. At a tilt of about one degree two late peaks can be told apart, although the pulses still overlap, and the mean of their arrival times, which is free of the first-order shift, can be used instead. The axial pulse then comes about 0.5 ns early, a second-order shift, so the delay read this way is about 60.0 ns and not 59.5 ns. In either case the receiver must be much narrower than 0.17 mm, preferably no wider than the source.

The remaining digits are in the numerical output. The names "rho*s1^2" and "rho*s2^2" in the output and in the program's comments are wrong: wherever they appear, the quantities meant are \(x=s_1^2/\rho\) and \(y=s_2^2/\rho\) as defined in (a), printed in 1/GPa.

## Computed results

```
C11, C12, C44: 165.7, 63.9, 79.6 GPa
S, A, B: 245.3, 86.1, 143.5 GPa
P, D: 13189.72, 13200.40 GPa^2
B^2 and C11*A: 20592.25, 14266.77 GPa^2
B^2-A^2 and S^2-B^2: 13179.04, 39579.84 GPa^2
rho*s1^2 oblique: 0.0134517 1/GPa
rho*s2^2 oblique: 0.0025676 1/GPa
rho*s1^2 axial: 0.0125628 1/GPa
tan(theta*): 0.43689 (no unit)
theta* closed form: 23.600 degrees
theta* from energy flow: 23.600 degrees
arrival-time ratio: 1.03477 (no unit)
relative delay: 3.477 percent
rough density: 2330 kg/m^3
axial shear speed: 5844.9 m/s
oblique phase speed: 5176.1 m/s
oblique energy speed: 5648.5 m/s
oblique polarisation from [010] axis: 30.47 degrees
path length: 10.0 mm
axial arrival: 1710.89 ns
oblique arrival: 1770.38 ns
delay: 59.49 ns
frequency: 200 MHz
delay in wave periods: 11.90 (no unit)
pulse envelope sigma: 8.0 ns
plane-wave sum, first peak: 1710.9 ns
plane-wave sum, second peak: 1770.4 ns
envelope midway / largest peak: 0.0005 (no unit)
1 degree receiver tilt, +normal shift: 13.51 ns
1 degree receiver tilt, -normal shift: -13.48 ns
largest ray angle inside the fold: 6.74 degrees
source width: 20 um
time spread across source: 1.55 ns
source amplitude factor at theta*: 0.850 (no unit)
1% stiffness change, largest angle shift: 0.67 degrees
1% stiffness change, largest delay shift: 0.47 percentage points
rough lattice constant: 0.54 nm
lattice dispersion, relative speed change: 7.2e-10 (no unit)
temperature: 300 K
rough heat capacity: 1.7e+06 J/(m^3 K)
rough thermal conductivity: 150 W/(m K)
estimated thermal-phonon lifetime: 7.7 ps
estimated damping over path: 0.6 dB
random crystals with / without fold: 85 / 40
```
